# Inverting the PAW overlap operator and separating it into atoms: a numerical check

```python
"""Inverse of the PAW overlap operator.

Result under test:
    S = 1 + sum_ij |p_i> q_ij <p_j|
    S^-1 = 1 - sum_ij |p_i> D_ij <p_j|,   D = (1 + q C)^-1 q
p_i: projectors, C_ij = <p_i|p_j>, q_ij: norm deficits of the smooth
partial waves (no elements between atoms). D is block diagonal in atoms
when projectors on different atoms have zero overlap.
Example: hydrogen 1s and 2p_z channels on one or two atoms on the z axis.
Lengths in angstrom, energies in eV; q, C and D are dimensionless.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn

BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HBAR2_2M = const.hbar**2 / (2 * const.m_e) / const.e / const.angstrom**2
RC = 0.6            # matching radius and projector radius
D_NEAR, D_FAR = 0.8, 1.4


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def coefficients(q, C):
    return np.linalg.solve(np.eye(len(q)) + q @ C, q)


# ---------- general complex matrices: dependent projectors, singular q ----
rng = np.random.default_rng(4)
n_space, n_proj = 40, 5
P = rng.normal(size=(n_space, n_proj)) + 1j * rng.normal(size=(n_space, n_proj))
P /= np.sqrt(2 * n_space)
P[:, 4] = P[:, 0] + P[:, 1]
A = rng.normal(size=(n_proj, 3)) + 1j * rng.normal(size=(n_proj, 3))
q_gen = A @ np.diag([0.5, 0.3, -0.1]) @ A.conj().T
C_gen = P.conj().T @ P
S_gen = np.eye(n_space) + P @ q_gen @ P.conj().T
D_gen = coefficients(q_gen, C_gen)
inverse_gen = np.linalg.inv(S_gen)
error_general = np.max(np.abs(inverse_gen - np.eye(n_space)
                              + P @ D_gen @ P.conj().T))
assert error_general < 1e-9 * max(1, np.max(np.abs(inverse_gen)))
assert np.allclose(D_gen, D_gen.conj().T, atol=1e-9)
assert np.isclose(np.linalg.det(S_gen),
                  np.linalg.det(np.eye(n_proj) + q_gen @ C_gen), rtol=1e-9)
# rescale q until 1 + qC is singular: S must then be singular too
lam = np.linalg.eigvals(q_gen @ C_gen)
lam = lam[np.argmax(np.abs(lam))].real
S_sing = np.eye(n_space) - P @ q_gen @ P.conj().T / lam
assert np.min(np.abs(np.linalg.eigvalsh(S_sing))) < 1e-10


# ---------- hydrogen partial waves and projectors -------------------------
def true_wave(l, r):
    x = r / BOHR
    if l == 0:
        return 2 * BOHR**-1.5 * np.exp(-x)
    return BOHR**-1.5 / (2 * np.sqrt(6)) * x * np.exp(-x / 2)


def wave_derivatives(l):
    x = RC / BOHR
    f = true_wave(l, RC)
    if l == 0:
        return np.array([f, -f / BOHR, f / BOHR**2])
    pre = BOHR**-1.5 / (2 * np.sqrt(6)) * np.exp(-x / 2)
    return np.array([f, pre * (1 - x / 2) / BOHR,
                     pre * (x / 4 - 1) / BOHR**2])


smooth_coef = []
for l in (0, 1):
    powers = np.array([l, l + 2, l + 4], dtype=float)
    M = np.array([RC**powers, powers * RC**(powers - 1),
                  powers * (powers - 1) * RC**(powers - 2)])
    smooth_coef.append(np.linalg.solve(M, wave_derivatives(l)))


def smooth_wave(l, r):
    c = smooth_coef[l]
    return r**l * (c[0] + c[1] * r**2 + c[2] * r**4)


def shape(r):
    return np.where(r < RC, (1 - (r / RC)**2)**2, 0.0)


r_in, w_in = gauss(0, RC, 160)
w_in = w_in * r_in**2
dual_norm = [np.sum(w_in * shape(r_in) * smooth_wave(l, r_in)**2)
             for l in (0, 1)]


def projector(l, r):
    return shape(r) * smooth_wave(l, r) / dual_norm[l]


q_atom = np.diag([np.sum(w_in * (true_wave(l, r_in)**2
                                 - smooth_wave(l, r_in)**2)) for l in (0, 1)])
C_radial = np.array([np.sum(w_in * projector(l, r_in)**2) for l in (0, 1)])
q_pair = np.kron(np.eye(2), q_atom)
scale = np.sqrt(np.tile(C_radial, 2))
scale2 = np.outer(scale, scale)     # converts to unit-norm projectors

# the S-norm of each complete smooth wave is the norm of the true wave, 1
for l in (0, 1):
    outside = quad(lambda r: r**2 * true_wave(l, r)**2, RC, 30)[0]
    inside = np.sum(w_in * smooth_wave(l, r_in)**2)
    projection = np.sum(w_in * projector(l, r_in) * smooth_wave(l, r_in))
    assert abs(inside + outside + q_atom[l, l] * projection**2 - 1) < 1e-7


# ---------- projectors as columns, in momentum space and in real space ----
def momentum_columns(d, k_max, n_k, n_mu):
    k, wk = gauss(0, k_max, n_k)
    mu, wm = gauss(-1, 1, n_mu)
    root_w = np.sqrt(np.outer(wk * k**2, wm) / (4 * np.pi**2))
    radial = [spherical_jn(l, np.outer(k, r_in)) @ (w_in * projector(l, r_in))
              for l in (0, 1)]
    angular = [np.full(n_mu, 1 / np.sqrt(4 * np.pi)),
               np.sqrt(3 / (4 * np.pi)) * mu]
    columns = []
    for z0 in (-d / 2, d / 2):
        phase = np.exp(-1j * np.outer(k, mu) * z0)
        for l in (0, 1):
            f = 4 * np.pi * (-1j)**l * np.outer(radial[l], angular[l]) * phase
            columns.append((root_w * f).ravel())
    return np.array(columns).T


def real_space_columns(d, n_rho=28, n_z=56):
    rho, wr = gauss(0, RC, n_rho)
    z, wz = gauss(-d / 2 - RC, d / 2 + RC, n_z)
    root_w = np.sqrt(2 * np.pi * np.outer(wr * rho, wz))
    columns = []
    for z0 in (-d / 2, d / 2):
        r = np.sqrt(rho[:, None]**2 + (z[None, :] - z0)**2)
        cosine = (z[None, :] - z0) / r
        for l in (0, 1):
            ang = (np.sqrt(3 / (4 * np.pi)) * cosine if l
                   else 1 / np.sqrt(4 * np.pi))
            columns.append((root_w * projector(l, r) * ang).ravel())
    return np.array(columns).T


pair = {}
for d in (D_NEAR, D_FAR):
    V = momentum_columns(d, 150.0, 400, 160)
    C_complex = V.conj().T @ V
    assert np.max(np.abs(C_complex.imag) / scale2) < 1e-9
    C = C_complex.real
    assert np.allclose(np.diag(C), np.tile(C_radial, 2), rtol=1e-5)
    D = coefficients(q_pair, C)
    # dense inversion of S on a real-space grid, without the formula
    R = real_space_columns(d)
    S = np.eye(len(R)) + R @ q_pair @ R.T
    S_inv = np.linalg.inv(S)
    C_grid = R.T @ R
    D_formula_grid = coefficients(q_pair, C_grid)
    assert np.max(np.abs(S_inv - np.eye(len(R))
                         + R @ D_formula_grid @ R.T)) < 1e-10
    R_left = np.linalg.pinv(R)
    D_dense = R_left @ (np.eye(len(R)) - S_inv) @ R_left.T
    # tolerance: quadrature error of the real-space grid
    assert np.max(np.abs(D_dense - D) * scale2) < 1e-3
    eig = np.sort(np.linalg.eigvals(np.eye(4) + q_pair @ C).real)
    if d == D_NEAR:
        assert abs(np.linalg.eigvalsh(S)[-1] - max(eig[-1], 1.0)) < 1e-3
    pair[d] = dict(C=C, D=D, D_dense=D_dense, eig=eig)

near, far = pair[D_NEAR], pair[D_FAR]
off = (slice(0, 2), slice(2, 4))
on = (slice(0, 2), slice(0, 2))
D_atom = coefficients(q_atom, np.diag(C_radial))

# separated projectors: no coupling, and each block is the one-atom result
assert np.max(np.abs(far["C"] / scale2)[off]) < 1e-5
assert np.max(np.abs(far["D_dense"] * scale2)[off]) < 1e-10
assert np.max(np.abs((far["D"] - np.kron(np.eye(2), D_atom)) * scale2)) < 1e-5

# overlapping projectors: coupling at first, block change at second order
C_one = near["C"].copy()
C_one[:2, 2:] = 0
C_one[2:, :2] = 0
C_inter = near["C"] - C_one
D_zero = coefficients(q_pair, C_one)
first = -D_zero @ C_inter @ D_zero
second = D_zero @ C_inter @ D_zero @ C_inter @ D_zero
size_off = np.max(np.abs(near["D_dense"] * scale2)[off])
assert size_off > 1e-5
assert np.max(np.abs((near["D_dense"] - first) * scale2)[off]) < 0.05 * size_off
shift = near["D"] - D_zero
size_shift = np.max(np.abs(shift * scale2)[on])
assert np.max(np.abs((shift - second) * scale2)[on]) < 0.05 * size_shift
D_factored = np.linalg.solve(np.eye(4) + D_zero @ C_inter, D_zero)
assert np.max(np.abs((near["D_dense"] - D_factored) * scale2)) < 1e-3

# ---------- finite plane-wave cutoff at the larger distance ---------------
cut = {}
D_real_space = np.kron(np.eye(2), D_atom)
for energy in (200.0, 800.0):
    k_max = np.sqrt(energy / HBAR2_2M)
    V = momentum_columns(D_FAR, k_max, 28, 28)
    one = np.eye(len(V))
    S = one + V @ q_pair @ V.conj().T
    C_cut = V.conj().T @ V
    D_cut = coefficients(q_pair, C_cut)
    assert np.max(np.abs(np.linalg.inv(S) - one
                         + V @ D_cut @ V.conj().T)) < 1e-10
    residual = np.linalg.norm(
        S @ (one - V @ D_real_space @ V.conj().T) - one, 2)
    cut[energy] = (k_max, np.max(np.abs(C_cut / scale2)[off]),
                   np.max(np.abs(D_cut * scale2)[off]), residual)
assert cut[200.0][1] > 1e-4
assert cut[800.0][3] < cut[200.0][3]

# ---------- printed numbers -----------------------------------------------
print(f"Bohr radius = {BOHR:.6f} angstrom")
print(f"matching and projector radius = {RC:.2f} angstrom")
print("All q, C, D below are dimensionless")
print("One atom:")
for l, name in ((0, "s"), (1, "p")):
    qq, cc = q_atom[l, l], C_radial[l]
    print(f" {name}: q = {qq:.6g}, C = {cc:.6g}, qC = {qq * cc:.6f}")
    print(f" {name}: 1+qC = {1 + qq * cc:.6f}, D = {D_atom[l, l]:.6g}")
labels = ("s1-s2", "s1-p2", "p1-s2", "p1-p2")
print(f"Two atoms, distance {D_NEAR:.2f} angstrom (overlap):")
for n, name in enumerate(labels):
    i, j = n // 2, 2 + n % 2
    print(f" {name}: C = {near['C'][i, j]:.5g}, D = {near['D'][i, j]:.5g}, "
          f"first order = {first[i, j]:.5g}")
for i, name in ((0, "s1-s1"), (1, "p1-p1")):
    print(f" {name}: D = {near['D'][i, i]:.6g}, "
          f"change = {shift[i, i]:.4g}, second order = {second[i, i]:.4g}")
print(" eigenvalues of 1+qC:", " ".join(f"{x:.5f}" for x in near["eig"]))
print(f"Two atoms, distance {D_FAR:.2f} angstrom (no overlap):")
print(f" s1-s1: D = {far['D'][0, 0]:.6g}")
print(f" p1-p1: D = {far['D'][1, 1]:.6g}")
print(" largest interatomic D from dense inversion, unit-norm projectors"
      f" = {np.max(np.abs(far['D_dense'] * scale2)[off]):.1e}")
print(" eigenvalues of 1+qC:", " ".join(f"{x:.5f}" for x in far["eig"]))
print(f"Plane-wave cutoff, distance {D_FAR:.2f} angstrom;")
print(" C and D rescaled to unit-norm uncut projectors:")
for energy, (k_max, c_off, d_off, res) in cut.items():
    print(f" cutoff {energy:.0f} eV, k_max = {k_max:.4f} 1/angstrom")
    print(f"  largest interatomic |C| = {c_off:.3e}, |D| = {d_off:.3e}")
    print(f"  norm of S*(real-space inverse) - 1 = {res:.3e}")
print("all tests passed")
```

Printed output:

```
Bohr radius = 0.529177 angstrom
matching and projector radius = 0.60 angstrom
All q, C, D below are dimensionless
One atom:
 s: q = 0.0476709, C = 5.02357, qC = 0.239478
 s: 1+qC = 1.239478, D = 0.0384604
 p: q = 9.68339e-05, C = 399.319, qC = 0.038668
 p: 1+qC = 1.038668, D = 9.3229e-05
Two atoms, distance 0.80 angstrom (overlap):
 s1-s2: C = 0.072215, D = -0.00010683, first order = -0.00010682
 s1-p2: C = -1.7782, D = 6.3764e-06, first order = 6.3761e-06
 p1-s2: C = 1.7782, D = -6.3764e-06, first order = -6.3761e-06
 p1-p2: C = -41.907, D = 3.6426e-07, first order = 3.6424e-07
 s1-s1: D = 0.0384612, change = 7.328e-07, second order = 7.328e-07
 p1-p1: D = 9.32315e-05, change = 2.48e-09, second order = 2.48e-09
 eigenvalues of 1+qC: 1.03454 1.04265 1.23611 1.24299
Two atoms, distance 1.40 angstrom (no overlap):
 s1-s1: D = 0.0384604
 p1-p1: D = 9.3229e-05
 largest interatomic D from dense inversion, unit-norm projectors = 3.1e-39
 eigenvalues of 1+qC: 1.03867 1.03867 1.23948 1.23948
Plane-wave cutoff, distance 1.40 angstrom;
 C and D rescaled to unit-norm uncut projectors:
 cutoff 200 eV, k_max = 7.2453 1/angstrom
  largest interatomic |C| = 2.885e-02, |D| = 3.171e-04
  norm of S*(real-space inverse) - 1 = 7.238e-03
 cutoff 800 eV, k_max = 14.4905 1/angstrom
  largest interatomic |C| = 2.583e-04, |D| = 6.746e-07
  norm of S*(real-space inverse) - 1 = 6.949e-05
all tests passed
```
